# Similarity solution for dopant redistribution during parabolic oxidation: a program that tests the result

```python
"""Dopant redistribution during parabolic oxidation of uniformly doped silicon.

Result under test: for oxide thickness X = sqrt(B t), consumed silicon
s = alpha X, constant diffusivity D and segregation m = C_silicon/C_oxide,
    C = Cb + (Cs - Cb) erfc(x / (2 sqrt(D t))) / erfc(lam),  x > s,
    Cs/Cb = 1 / (1 + g (1/(alpha m) - 1)),   constant in time,
    g = sqrt(pi) lam exp(lam^2) erfc(lam),   lam = alpha sqrt(B/D) / 2,
and the integral width of the disturbed layer is w = s (1/g - 1).
x is measured from the original surface, z = x - s from the interface.
Units: micrometre, hour; concentrations in cm^-3.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx

# Rough values typical of wet oxidation near 1100 degrees Celsius
B = 0.50             # parabolic rate constant, um^2/h
A = 0.11             # length in X^2 + A X = B t, um
D = 0.050            # dopant diffusivity in silicon, um^2/h
ALPHA = 0.44         # silicon consumed per oxide thickness
CB = 1.0e16          # initial doping, cm^-3
NI = 1.0e19          # intrinsic carrier density at temperature, cm^-3
DOPANTS = {"boron": 0.3, "phosphorus": 10.0}
UM_TO_CM = 1.0e-4


def g_function(lam):
    return np.sqrt(np.pi) * lam * erfcx(lam)


def growth_parameter(diffusivity):
    return 0.5 * ALPHA * np.sqrt(B / diffusivity)


def interface_ratio(lam, m):
    return 1.0 / (1.0 + g_function(lam) * (1.0 / (ALPHA * m) - 1.0))


def profile_ratio(z, t, m):
    lam = growth_parameter(D)
    eta = lam + z / (2.0 * np.sqrt(D * t))
    return 1.0 + (interface_ratio(lam, m) - 1.0) * erfc(eta) / erfc(lam)


def layer_width(t, diffusivity=D):
    s = ALPHA * np.sqrt(B * t)
    return s * (1.0 / g_function(growth_parameter(diffusivity)) - 1.0)


def parabolic(t):
    return np.sqrt(B * t)


def linear_parabolic(t):
    return 0.5 * (np.sqrt(A * A + 4.0 * B * t) - A)


# Nodes measured from the moving interface, dense near it
DEPTH = 6.0
GRID = DEPTH * np.sinh(6.0 * np.linspace(0, 1, 501)) / np.sinh(6.0)
SAMPLE_TIMES = (0.01, 0.25, 1.0, 4.0)
TIME_LABEL = ", ".join(f"{time:g}" for time in SAMPLE_TIMES) + " h"


def simulate(m, oxide, start=None, steps=4000):
    """Implicit finite volumes; the oxide takes up Cs/m per new volume."""
    h = np.diff(GRID)
    volume = np.zeros_like(GRID)
    volume[:-1] += h / 2
    volume[1:] += h / 2
    c = np.ones_like(GRID) if start is None else start.copy()
    roots = np.linspace(0.0, 2.0, steps + 1)   # equal steps in sqrt(time)
    thickness = oxide(roots**2)
    wanted = {int(round(np.sqrt(t) / 2.0 * steps)): t for t in SAMPLE_TIMES}
    saved = {}
    band = np.zeros((3, GRID.size))
    for n in range(1, steps + 1):
        dt = roots[n]**2 - roots[n - 1]**2
        d_oxide = thickness[n] - thickness[n - 1]
        d_silicon = ALPHA * d_oxide
        from_left = D * dt / h - d_silicon / 2
        from_right = -D * dt / h - d_silicon / 2
        band[1] = volume
        band[1, :-1] += from_left
        band[1, 1:] -= from_right
        band[1, 0] += d_oxide / m
        band[0, 1:] = from_right
        band[2, :-1] = -from_left
        rhs = volume * c
        band[1, -1] = 1.0                       # far node keeps its value
        band[2, -2] = 0.0
        rhs[-1] = c[-1]
        c = solve_banded((1, 1), band, rhs)
        if n in wanted:
            saved[wanted[n]] = c.copy()
    return saved


# Symbolic test: diffusion equation and interface balance
x, t, d, b, a, m_s, cb = sp.symbols("x t d b a m cb", positive=True)
lam_s = a * sp.sqrt(b / d) / 2
g_s = sp.sqrt(sp.pi) * lam_s * sp.exp(lam_s**2) * sp.erfc(lam_s)
cs_s = cb / (1 + g_s * (1 / (a * m_s) - 1))
c_s = cb + (cs_s - cb) * sp.erfc(x / (2 * sp.sqrt(d * t))) / sp.erfc(lam_s)
assert sp.simplify(sp.diff(c_s, t) - d * sp.diff(c_s, x, 2)) == 0
thick_s = sp.sqrt(b * t)
balance = (d * sp.diff(c_s, x).subs(x, a * thick_s)
           - sp.diff(thick_s, t) * cs_s * (1 / m_s - a))
for m_value in (sp.Rational(2, 5), sp.Integer(7)):
    values = {t: sp.Rational(13, 10), d: sp.Rational(1, 5),
              b: sp.Rational(7, 10), a: sp.Rational(11, 25),
              m_s: m_value, cb: 1}
    assert abs(sp.N(balance.subs(values), 30)) < 1e-20

# Integral form of g, its rise from 0 to 1, and the two limits of Cs
g_values = []
for lam_test in (0.05, 0.3, 0.7, 2.0, 6.0):
    integral = quad(lambda v: np.exp(-v - v * v / (4 * lam_test**2)),
                    0, np.inf)[0]
    assert abs(integral - g_function(lam_test)) < 1e-7
    g_values.append(integral)
assert np.all(np.diff(g_values) > 0) and 0 < g_values[0] < g_values[-1] < 1
for m in DOPANTS.values():
    assert abs(interface_ratio(1e-5, m) - 1) < 1e-3
    assert abs(interface_ratio(100.0, m) / (ALPHA * m) - 1) < 1e-3

# Linear-parabolic growth is parabolic growth on a shifted clock
clock_shift = A * A / (4 * B)
for time in SAMPLE_TIMES:
    shifted = np.sqrt(B * (time + clock_shift)) - A / 2
    assert abs(shifted**2 + A * shifted - B * time) < 1e-12

# Moving-interface simulation against the similarity solution.
# Tolerances cover the first-order time stepping (at least 200 steps).
lam = growth_parameter(D)
simulated = {}
worst = 0.0
for m in (0.3, 1.0, 10.0):
    simulated[m] = simulate(m, parabolic)
    widths = {}
    for time, c in simulated[m].items():
        expected = interface_ratio(lam, m)
        error = abs(c[0] / expected - 1)
        worst = max(worst, error)
        assert error < 5e-3
        assert np.max(np.abs(c - profile_ratio(GRID, time, m))) < 5e-3
        widths[time] = trapezoid((c - 1) / (c[0] - 1), GRID)
        assert abs(widths[time] / layer_width(time) - 1) < 1e-2
    assert abs(widths[4.0] / widths[1.0] - 2) < 1e-2
assert simulated[1.0][1.0][0] < 0.99            # m = 1 still depletes
assert simulate(2.0, parabolic, steps=1000)[1.0][0] < 1 - 1e-3
assert simulate(2.5, parabolic, steps=1000)[1.0][0] > 1 + 1e-3

# Total absolute difference of two solutions must fall, also for large m
difference = np.cos(4 * GRID) * np.exp(-GRID**2)
difference[-1] = 0.0
evolved = simulate(10.0, parabolic, start=difference)
sizes = [trapezoid(np.abs(difference), GRID)]
sizes += [trapezoid(np.abs(evolved[time]), GRID) for time in SAMPLE_TIMES]
assert np.all(np.diff(sizes) < 0)


# Oxide with a perfect sink at its outer surface: extra uptake fraction q
def sink_uptake(mu):
    return np.exp(-mu**2) / (np.sqrt(np.pi) * mu * erf(mu))


for d_ratio in (0.15, 0.5):                     # oxide diffusivity / B
    n = 1000
    step = 1.0 / n
    xi = np.linspace(0, 1, n + 1)               # fraction of oxide thickness
    bands = np.zeros((3, n + 1))
    bands[1] = -2 * d_ratio / step**2
    bands[0, 2:] = d_ratio / step**2 + xi[1:-1] / (4 * step)
    bands[2, :-2] = d_ratio / step**2 - xi[1:-1] / (4 * step)
    bands[1, 0] = bands[1, -1] = 1.0
    right = np.zeros(n + 1)
    right[-1] = 1.0
    f = solve_banded((1, 1), bands, right)
    slope = (3 * f[-1] - 4 * f[-2] + f[-3]) / (2 * step)
    mu_test = 0.5 / np.sqrt(d_ratio)
    assert abs(2 * d_ratio * slope / sink_uptake(mu_test) - 1) < 1e-3

print(f"B = {B:.2f} um^2/h, A = {A:.2f} um, D = {D:.3f} um^2/h (rough)")
print(f"alpha = {ALPHA:.2f}, 1/alpha = {1 / ALPHA:.3f}")
print(f"Cb = {CB:.1e} cm^-3, intrinsic density = {NI:.1e} cm^-3 (rough)")
print(f"lambda = {lam:.4f}, g = {g_function(lam):.4f}")
for time in (1.0, 4.0):
    print(f"t = {time:.0f} h: X = {parabolic(time):.4f} um, "
          f"s = {ALPHA * parabolic(time):.4f} um, "
          f"w = {layer_width(time):.4f} um")
print(f"m = 1: Cs/Cb = {interface_ratio(lam, 1.0):.4f}")
print(f"largest relative error of simulated Cs = {worst:.1e}")
print(f"linear-parabolic X at 1 h = {linear_parabolic(1.0):.4f} um, "
      f"at 4 h = {linear_parabolic(4.0):.4f} um")
print(f"clock shift A^2/(4B) = {clock_shift:.5f} h")
print(f"w at 1 h with D doubled = {layer_width(1.0, 2 * D):.4f} um")

for name, m in DOPANTS.items():
    ratio = interface_ratio(lam, m)
    print(f"--- {name}, m = {m:.1f}, alpha*m = {ALPHA * m:.3f}")
    print(f"Cs/Cb = {ratio:.4f}, Cs = {ratio * CB:.3e} cm^-3, "
          f"C_oxide = {ratio * CB / m:.3e} cm^-3")
    constant = np.array([simulated[m][time][0] for time in SAMPLE_TIMES])
    print(f"simulated Cs/Cb at {TIME_LABEL}: "
          + ", ".join(f"{value:.4f}" for value in constant))
    points = (0.1, 0.3, 0.6, 1.0)
    print("C/Cb at 1 h, z = 0.1, 0.3, 0.6, 1.0 um: "
          + ", ".join(f"{profile_ratio(z, 1.0, m):.4f}" for z in points))
    for time in (1.0, 4.0):
        consumed = CB * ALPHA * parabolic(time) * UM_TO_CM
        drawn = CB * UM_TO_CM * quad(
            lambda z: 1 - profile_ratio(z, time, m), 0, 12)[0]
        in_oxide = parabolic(time) * ratio * CB / m * UM_TO_CM
        assert abs((consumed + drawn) / in_oxide - 1) < 1e-6
        print(f"doses {time:.0f} h, cm^-2: consumed {consumed:.3e}, "
              f"from layer {drawn:.3e}, oxide {in_oxide:.3e}")

    # Effects left out of the model. The linear growth term must move Cs
    # by far more than the solver error at the earliest time, then fade.
    drift = simulate(m, linear_parabolic)
    surface = np.array([drift[time][0] for time in SAMPLE_TIMES])
    distance = np.abs(surface - ratio)
    assert np.all(np.diff(distance) < 0)
    assert distance[0] > 10 * abs(constant[0] - ratio)
    print(f"linear-parabolic Cs/Cb at {TIME_LABEL}: "
          + ", ".join(f"{value:.4f}" for value in surface))
    print(f"Cs/Cb with D doubled = "
          f"{interface_ratio(growth_parameter(2 * D), m):.4f}")
    print(f"Cs/Cb with m halved = {interface_ratio(lam, m / 2):.4f}, "
          f"doubled = {interface_ratio(lam, 2 * m):.4f}")
    mu_limit = brentq(lambda mu: interface_ratio(
        lam, m / (1 + sink_uptake(mu))) / ratio - 0.99, 0.2, 6.0)
    print(f"oxide diffusivity for 1% lower Cs (sink) = "
          f"{B / (4 * mu_limit**2):.4f} um^2/h")
    # Field enhancement of diffusion from charge neutrality
    c_max = CB * max(1.0, ratio)

    def log_carriers(c):
        return np.arcsinh(c / (2 * NI))

    dc = 1e-3 * c_max
    field = c_max * (log_carriers(c_max + dc)
                     - log_carriers(c_max - dc)) / (2 * dc)
    assert abs(field / (c_max / np.hypot(c_max, 2 * NI)) - 1) < 1e-5
    print(f"field enhancement of D at most {100 * field:.3f} %")

print("all assertions hold")
```

Running it gives:

```
B = 0.50 um^2/h, A = 0.11 um, D = 0.050 um^2/h (rough)
alpha = 0.44, 1/alpha = 2.273
Cb = 1.0e+16 cm^-3, intrinsic density = 1.0e+19 cm^-3 (rough)
lambda = 0.6957, g = 0.6506
t = 1 h: X = 0.7071 um, s = 0.3111 um, w = 0.1671 um
t = 4 h: X = 1.4142 um, s = 0.6223 um, w = 0.3342 um
m = 1: Cs/Cb = 0.5470
largest relative error of simulated Cs = 2.2e-04
linear-parabolic X at 1 h = 0.6542 um, at 4 h = 1.3603 um
clock shift A^2/(4B) = 0.00605 h
w at 1 h with D doubled = 0.2645 um
--- boron, m = 0.3, alpha*m = 0.132
Cs/Cb = 0.1895, Cs = 1.895e+15 cm^-3, C_oxide = 6.315e+15 cm^-3
simulated Cs/Cb at 0.01, 0.25, 1, 4 h: 0.1895, 0.1895, 0.1895, 0.1895
C/Cb at 1 h, z = 0.1, 0.3, 0.6, 1.0 um: 0.5175, 0.8672, 0.9901, 0.9999
doses 1 h, cm^-2: consumed 3.111e+11, from layer 1.354e+11, oxide 4.466e+11
doses 4 h, cm^-2: consumed 6.223e+11, from layer 2.709e+11, oxide 8.931e+11
linear-parabolic Cs/Cb at 0.01, 0.25, 1, 4 h: 0.2068, 0.1897, 0.1895, 0.1895
Cs/Cb with D doubled = 0.2196
Cs/Cb with m halved = 0.0980, doubled = 0.3554
oxide diffusivity for 1% lower Cs (sink) = 0.0372 um^2/h
field enhancement of D at most 0.050 %
--- phosphorus, m = 10.0, alpha*m = 4.400
Cs/Cb = 2.0110, Cs = 2.011e+16 cm^-3, C_oxide = 2.011e+15 cm^-3
simulated Cs/Cb at 0.01, 0.25, 1, 4 h: 2.0115, 2.0111, 2.0110, 2.0110
C/Cb at 1 h, z = 0.1, 0.3, 0.6, 1.0 um: 1.6018, 1.1657, 1.0123, 1.0001
doses 1 h, cm^-2: consumed 3.111e+11, from layer -1.689e+11, oxide 1.422e+11
doses 4 h, cm^-2: consumed 6.223e+11, from layer -3.379e+11, oxide 2.844e+11
linear-parabolic Cs/Cb at 0.01, 0.25, 1, 4 h: 1.6175, 1.9487, 1.9856, 2.0007
Cs/Cb with D doubled = 1.7171
Cs/Cb with m halved = 1.5501, doubled = 2.3623
oxide diffusivity for 1% lower Cs (sink) = 0.0521 um^2/h
field enhancement of D at most 0.101 %
all assertions hold
```
